Mesh and Collision Parts of Random Dopant Potentials in Particle Simulation

**Result**

A particle simulation with discrete donors puts each donor on the mesh as a Gaussian charge of width a and represents the rest of its potential by a collision rate. Two separate rules fix the scheme.

The width must satisfy a ≥ a*, where a* solves

l [ √(2/π)/a − κ exp(κ²a²/2) erfc(κa/√2) ] = w.   (1)

Here l = e²/(4πεkT) is the distance at which two elementary charges interact with energy kT, N is the mean donor and electron density, κ = √(4πlN) is the inverse Debye length, and w is the allowed well depth in units of kT. The self-consistent well of an isolated donor is then no deeper than w kT, apart from the small mesh error estimated below.

For weak scattering, linear screening and electrons whose wave number k is well above 1/(2a), the added collision rate must be computed with the weight

(1 − g²)|V|²,  g(q) = exp(−q²a²/2),   (2)

where V(q) is the screened potential of a whole donor. To second order in the potential, a linearly screened mesh field already supplies g²|V|² for these electrons. The nonlinear field of (3) is screened more strongly; for an isolated donor in the example below it supplies about 16% less even for fast electrons. In that case, and for slower electrons, the mesh rate must be taken from trajectories and subtracted from the full rate. For any finite, nonzero a it is wrong to add the full rate, and also wrong to add the rate of the short-range potential alone, (1−g)²|V|².

The assumptions are independent random donor sites, nondegenerate classical electrons, isotropic parabolic bands, and a frozen field whose wells the trajectories resolve. Rule (2) does not carry over to drift-diffusion, where mobility is a local input.

**The split and the field equation**

The bare Coulomb kernel is divided as

1/q² = g/q² + (1−g)/q².

The first part is the potential of a normalized Gaussian charge, positive everywhere. A sharp cutoff, g = 1 for q < q_c and 0 beyond, gives instead a charge density proportional to (sin x − x cos x)/x³ with x = q_c r. It changes sign, and its lowest value is −0.086 of its peak.

Let u = eφ/kT, so that an electron has potential energy −u kT and density N exp(u). With ρ the smeared donor density, Poisson's equation ∇²φ = −(e/ε)(ρ − N exp(u)) becomes

∇²u = 4πl [N exp(u) − ρ] = κ²(exp(u) − 1) − 4πl(ρ − N).   (3)

An isolated donor means one extra Gaussian in an otherwise uniform neutral gas, so ρ − N is that Gaussian and u → 0 far away.

**Depth of the screened well**

For small u, exp(u) − 1 ≈ u, and the Fourier transform of (3) gives u(q) = 4πl g/(q²+κ²). At the centre,

u(0) = ∫ d³q/(2π)³ u(q) = (2l/π) ∫₀^∞ q² g/(q²+κ²) dq.

Write q²/(q²+κ²) = 1 − κ²/(q²+κ²). The first term gives ∫₀^∞ g dq = √(π/2)/a. For the second, put s = a²/2 and define

K(s) = ∫₀^∞ exp[−s(q²+κ²)]/(q²+κ²) dq.

Then K(0) = π/(2κ) and K′(s) = −(√π/2) exp(−sκ²)/√s. Integration from 0 to s gives K(s) = (π/2κ) erfc(κ√s). Hence

∫₀^∞ g/(q²+κ²) dq = exp(sκ²) K(s) = (π/2κ) exp(κ²a²/2) erfc(κa/√2),

and the two terms together give the left side of (1). The integrand for u(0) falls as a rises, and u(0) runs from infinity to zero, so a* is unique. Since u(q) is positive, the linear well is deepest at its centre.

Two limits are useful.

• For κa ≪ 1 the depth tends to l√(2/π)/a, so a* → √(2/π) l/w. Screening lowers the depth, so this width is safe for an isolated donor at any density.

• For κa ≫ 1, q²+κ² may be replaced by κ². Then u(0) ≈ l√(2/π)/(κ²a³) = 1/[(2π)^(3/2) N a³], and a* → w^(−1/3) N^(−1/3)/√(2π), about 0.40 of the donor spacing for w = 1. With the parameters of the example below this limit is only formal, because the electrons become degenerate before κa is large.

Between these limits a* is neither a fixed length nor a fixed fraction of the spacing.

**Why the linear formula is safe**

Let u_lin solve the linear equation with the same source, and let d = u − u_lin. Because exp(u) − 1 ≥ u for every real u,

∇²d = κ²[exp(u) − 1 − u_lin] ≥ κ²d.

At a positive maximum of d the left side would be at most zero and the right side positive, which is impossible. Therefore u ≤ u_lin everywhere. The argument holds for an isolated donor and for any arrangement in a periodic box.

In a random arrangement u_lin is the sum of all single-donor wells minus one. The one is the uniform background: the mean of the sum is N·4πl/κ² = 1. Neighbours can therefore push a site above w, so (1) bounds single wells and does not bound clusters.

**What counts as trapped**

An electron with kinetic energy K kT has total energy below −w kT when K < u − w. In a Maxwell distribution this fraction is P(3/2, u−w), with P the regularized lower incomplete gamma function. The trapped number per isolated donor is

N_t = N ∫ exp(u) P(3/2, u−w) d³r, over the region u > w.   (4)

It vanishes for a ≥ a*. Closed orbits with energies between −w kT and zero remain.

The choice w = 1 is a tolerance, not a law. Its scale is suggested by the hydrogenic binding energy me⁴/[2(4πεħ)²], which is 0.91 kT in the example below. Much deeper classical orbits have no quantum counterpart in that model. This value is for an unscreened donor; with the Debye screening of the example the same level binds by only 0.19 kT.

**Mesh spacing**

A donor placed on one node of a cubic mesh has unscreened depth 4πG₀l/h. Here G₀ is the lattice Green function at the origin, the average of 1/Σ(2 − 2cos θᵢ) over all phases θᵢ; numerical integration gives G₀ = 0.2527. Equating this depth to √(2/π) l/a gives a = 0.251h. A point donor thus has the unscreened depth of a Gaussian a quarter of a cell wide, and refining the mesh deepens its well.

For a Gaussian donor the mesh error is controlled. The seven-point Laplacian replaces q² by q² − h²Σqᵢ⁴/12 + …, so

1/q² → 1/q² + h²Σqᵢ⁴/(12q⁴).

The angular average of Σqᵢ⁴/q⁴ is 3/5, which makes the correction h²/20. Relative to the unscreened central depth it is

(h²/20) ∫q²g dq / ∫g dq = h²/(20a²).

At h = a/2 this is 1.25%; the full lattice sum gives 1.28%. At low density or small w this error can exceed the margin left by nonlinear screening, and the mesh well is then slightly deeper than w. A slightly larger a removes the excess.

**The collision rate**

For N independent donors per volume, Fermi's golden rule with the momentum-loss factor 1 − cos θ = q²/(2k²) reads

1/τ = (2π/ħ) N ∫ d³k′/(2π)³ |V|² (1 − cos θ) δ(E − E′).

The energy integral gives mk/(2πħ³) times an integral over cos θ. With |d cos θ| = q dq/k²,

1/τ = [N m/(4πħ³k³)] ∫₀^{2k} q³|V|² dq.   (5)

Insert |V| = 4πl kT/(q²+κ²), let v be the speed, and use (ħk)³v/m = m²v⁴ = 4E². With η = E/kT,

1/τ = N v σ,  σ = πl² I/η²,  I = ∫₀^{2k} q³F/(q²+κ²)² dq.   (6)

The full rate has F = 1. Since 1 = g² + (1−g)² + 2g(1−g), it consists of a mesh share, a short-range share and a cross term. The cross term is interference between the two parts of the same donor's potential. It vanishes for a sharp cutoff but not for a Gaussian.

The mesh share is already present in the trajectories. A fast electron passing a donor at impact vector b receives the impulse Δp = −(1/v)∇_b ∫U dz, where U is the smeared potential energy. Parseval's theorem in the plane of b gives

∫ d²b |Δp|² = (1/v²) ∫ d²q/(2π)² q² g²|V|² = [1/(2πv²)] ∫₀^∞ q³g²|V|² dq.

With 1 − cos θ ≈ |Δp|²/(2p²) and p = ħk, the classical rate is

N v · [1/(2p²)] · [1/(2πv²)] ∫q³g²|V|² dq = [N m/(4πp³)] ∫₀^∞ q³g²|V|² dq.

This is (5) with |V|² replaced by g²|V|² and the upper limit 2k replaced by infinity. The factor g² makes the two limits nearly equivalent when 2ka is well above one, and subtracting the mesh share from the full rate then leaves (2). At smaller k the classical share is the larger one, however weak the potential. In the example below the excess is 2% at 1 kT and 40% at 0.3 kT.

For tabulation, set t = q², T = 4k², x = κ²b² and F = exp(−b²q²), where b is now a width. Splitting t/(t+κ²)² = 1/(t+κ²) − κ²/(t+κ²)² and integrating the last term by parts gives

I_b = ½{(1+x) e^x [E₁(x) − E₁(x+b²T)] − 1 + κ² exp(−b²T)/(T+κ²)},   (7)

with E₁ the exponential integral. The mesh share is b = a; the integral with a single factor g is b = a/√2. The full integral is ½[ln(1+β) − β/(1+β)], with β = 4k²/κ².

In a depleted region κ → 0 and the full integral diverges logarithmically at small q. The residual does not:

I_res = ∫₀^{2k} (1 − exp(−a²q²))/q dq = ½[E₁(y) + ln y + γ],  y = 4k²a²,

where γ is Euler's constant. The divergent long-range part is left to the mesh, where the actual donor arrangement and the contacts limit it.

**Pseudocode**

```
input N, T, permittivity, mass, w, target rate R(E)
l, kappa   <- definitions above
a          <- root of (1), by bisection
h          <- at most a/2
for each donor:
    deposit a Gaussian of width a, normalized on the mesh
u          <- min(linear solution of (3), cap)
repeat:                              # Newton
    r      <- 4 pi l (rho - N) + Lap u - kappa^2 (exp(u) - 1)
    solve (-Lap + kappa^2 exp(u)) du = r
    u      <- u + du
until r is small
inspect max(u) and the trapped fraction
for each energy E:
    M(E)   <- momentum-loss rate of trajectories in the
              mesh field, with no other collisions
    S(E)   <- R(E) - M(E)
    if S(E) < 0: stop and report
run particles in field u with added rate S(E)
```

M(E) may be taken from (7) when scattering is weak, 2ka is well above one and the wells are shallow enough for linear screening. At w = 1 the last condition fails, and M(E) should come from trajectories.

**Cost and stability**

Deposition out to 5a on each side touches about 20³ nodes per donor at h = a/2. The Gaussian factorizes, so only about 60 exponentials are needed. In a periodic box one linear solve costs two fast Fourier transforms. The Newton matrix is symmetric and positive definite, so conjugate gradients apply, with −∇² + κ² as preconditioner.

Because exp(u) is convex, a full Newton step lands at or above the solution, and later steps descend. Where the exponential dominates, each step lowers u by about one. A start or an overshoot far above the solution therefore costs many iterations. The cap on the starting field helps most when it lies near the deepest well expected. From a start far below the solution, the first step itself overshoots.

**Worked example**

Take relative permittivity 12, mass 0.25 electron masses, six equivalent valleys, T = 300 K, N = 10¹⁸ cm⁻³ and w = 1. Then l = 4.64 nm, 1/κ = 4.14 nm, and the density is 0.053 of the effective band density. Root finding gives a* = 2.08 nm. The two terms of (1) are 0.798/2.077 = 0.384 nm⁻¹ and 0.169 nm⁻¹, and 4.64 × 0.215 = 1.00. A radial finite-volume solution of (3) gives a self-consistent depth of 0.92 kT, below the bound.

At 10¹⁷ and 5 × 10¹⁸ cm⁻³ the widths are 2.85 and 1.51 nm. The higher density is 0.27 of the band density, and Fermi–Dirac screening in (1) shifts that width to 1.54 nm. As fractions of the spacing, the three values in order of density are 0.13, 0.21 and 0.26, moving toward the dense limit 0.40.

To show the trend with refinement, the same radial solver was run with a = 0.251h, the width that has the unscreened depth of a point donor. Equation (4) gives 0.18, 0.37, 0.56 and 0.71 trapped electrons per donor for h = 2, 1, 0.5 and 0.25 nm. These are values for narrow Gaussians, not for point donors on the mesh, whose wells have a different shape. The wells are 5.0 to 12.4 kT deep, with peak densities from 8 to over 10⁴ times the band density, so the numbers show the artefact of the classical model and not real trapped charge.

One random arrangement of 32 donors in a periodic box of side 31.7 nm, with h = 0.99 nm, was then solved by the Newton scheme:

• Gaussian donors: deepest well 1.3 kT, trapped fraction 0.07%.
• Point donors: deepest well 6.3 kT, trapped fraction 49%.

The 1.3 kT exceeds w because of neighbours, as the cluster remark allows. This arrangement is a mild one: ten others give deepest wells of 1.3 to 2.1 kT and trapped fractions of 0.04% to 1.5%. A mesh with h = 0.57 nm lowers the 0.07% to 0.06%. The 49% should not be compared directly with the Gaussian value of 0.37 near the same h. That Gaussian matches only the unscreened depth of a point donor on the mesh. The shapes of the two wells differ, and so do their self-consistent depths and trapped charges: 6.3 kT and 0.54 for an isolated point donor at h = 1 nm, against 7.9 kT and 0.37 for the Gaussian. The box also contains neighbours. At 6.3 kT the local density is over 500N, far beyond the nondegenerate regime, so the classical trapped charge cannot be trusted. Quantum donor levels can also bind electrons, but this model does not describe them.

Smearing has a price. The variance of the linearly screened mesh potential is N∫|u(q)|²d³q/(2π)³ = 0.20, an rms of 0.45 kT. For unsmeared donors the same integral is κl/2 = 0.56, so the mesh keeps 36%. A larger a would keep less, which is the reason to take a = a* and not more.

At E = 3 kT, k = 0.713 nm⁻¹ and the full integral is I = 1.304. Equation (6) gives σ = π × 4.64² × 1.304/9 = 9.8 nm² and a full rate of 3.24 × 10¹² s⁻¹. The shares are 26% mesh, 44% short-range and 30% cross term. For a linearly screened mesh field the rate to add is 74% of the full one, 2.40 × 10¹² s⁻¹. The golden rule is only approximate here: partial waves for the same screened donor give a full rate 16%, 10% and 4% higher at 1, 3 and 10 kT. A Debye sphere also holds only 0.3 electrons, so mean-field screening is itself marginal.

Newtonian trajectories through one linearly screened Gaussian well show how far the weak-scattering estimate can be trusted. As fractions of the full golden-rule rate, the mesh rates are:

• 1 kT: 0.37 from trajectories, 0.41 from (7).
• 3 kT: 0.25 and 0.26.
• 10 kT: 0.176 and 0.178.

The classical upper limit, infinity in place of 2k, can only raise the weak-scattering estimate. The lower trajectory values therefore come from scattering beyond second order. Through the self-consistent well of (3) the fractions are 0.31, 0.21 and 0.148, and they stay about 16% below (7) at high energy, because the nonlinear screening does not depend on the speed of the passing electron. The rate to add at 3 kT is then 79% of the full one.

The impurity-limited mobility follows from (e/m)⟨τ⟩, where τ is averaged with weight η^(3/2)exp(−η). Using golden-rule rates throughout, it is 1850 cm²/(V s) with the correct residual. Adding the full rate to the mesh field gives 1470, which is 21% too low. Adding only the short-range rate gives 2640, which is 42% too high. In this example, omitting the cross term does more harm than double counting. These values compare ways of counting within the golden rule and are not predictions for a real material.

**Failure modes**

• Negative S(E): the mesh field alone scatters more than the target, and no added collision can undo that. A larger a lowers the mesh share in (7), at the cost of potential fluctuations.

• Correlated donors: (5) adds donors incoherently. Ordering or clustering changes both the target and the mesh rate.

• Short-range forces: the remainder may be applied as a real-space force instead of a rate, but not in addition to it. For an attracting donor that force restores the unbounded classical well, so it needs its own softening.

• Acceptors: they repel electrons and attract holes. In p-type material, where holes do the screening, (1) bounds the hole well in the same way. Where electrons do the screening, an isolated acceptor has u ≤ u_lin < 0, so its hole well is deeper than the linear one and (1) is not a bound. The second-order rate does not depend on the sign, but the exact one does: with the parameters of the example, partial waves at 3 kT give 0.71 of the golden-rule rate for a repulsive centre and 1.10 for an attractive one.

• Moving fields: if the field is updated from noisy particle densities, its fluctuations scatter carriers as well. M(E) from a frozen field does not include this.
